# Exact and LSDA Exchange Holes in Hydrogen, Before and After Averaging: test program

```python
# Result under test: in the hydrogen atom the exact and LSDA exchange holes
# differ strongly at a fixed electron position, but much less after averaging.
# Rydberg atomic units: length in bohr, energy in Ry, e^2 = 2.
# r: distance of electron from nucleus; u: distance from electron;
# n(r) = exp(-2r)/pi; k = (6 pi^2 n_spin)^(1/3), the spin Fermi wave number.
# Misplaced fraction: half the integrated absolute difference of two holes.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

PI = np.pi
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]


def panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * x).ravel(),
            (half[:, None] * w).ravel())


def density(r):
    return np.exp(-2 * r) / PI


def fermi(n_spin):
    return (6 * PI**2 * n_spin)**(1 / 3)


def shape(x):
    """Square of 3 j1(x)/x, with a series near x = 0."""
    y = np.maximum(x, 0.05)
    full = 3 * (np.sin(y) - y * np.cos(y)) / y**3
    series = 1 - x**2 / 10 + x**4 / 280
    return np.where(x < 0.05, series, full)**2


def lsda_hole(r, u, spins=1):
    """spins=1: polarized gas (LSDA); spins=2: unpolarized gas (LDA)."""
    n_spin = density(r) / spins
    return -n_spin * shape(fermi(n_spin) * u)


def exact_angular(r, u):
    """Exact hole averaged over the directions of u."""
    def p(s):
        return (s / 2 + 0.25) * np.exp(-2 * s)
    return -(p(np.abs(r - u)) - p(r + u)) / (2 * PI * r * u)


def exact_system(u):
    return -np.exp(-2 * u) * (1 + 2 * u + 4 * u**2 / 3) / (8 * PI)


def eps_exact(r):
    return -(1 / r - np.exp(-2 * r) * (1 + 1 / r))


def eps_lsda(r):
    return -3 * fermi(density(r)) / (2 * PI)


rg, rw = panels(np.linspace(0, 16, 321), 10)
electron_weight = 4 * PI * rg**2 * density(rg) * rw
U_MAX = 60.0
u_edges = np.concatenate([np.linspace(0, 12, 49),
                          np.linspace(12, U_MAX, 49)[1:]])
ug, uw = panels(u_edges, 8)
shell = 4 * PI * ug**2 * uw
mu, mw = np.polynomial.legendre.leggauss(120)
sg, sw = panels(np.linspace(0, 14, 57), 6)


def lsda_system(u, spins=1):
    u = np.atleast_1d(u)
    return lsda_hole(rg[None, :], u[:, None], spins) @ electron_weight


def misplaced_full(r):
    """Charge by which the exact hole exceeds LSDA, nucleus-centred grid."""
    s = sg[:, None]
    dist = np.sqrt(np.maximum(r*r + s*s - 2*r*s*mu[None, :], 0))
    excess = np.maximum(density(s) + lsda_hole(r, dist), 0)
    return np.sum(2 * PI * sg**2 * sw * (excess @ mw))


def misplaced_angular(r):
    excess = np.maximum(lsda_hole(r, ug) - exact_angular(r, ug), 0)
    return np.sum(shell * excess)


# Gas hole from an explicit integral over the Fermi sphere
k1 = fermi(density(1.0))
gamma = quad(lambda q: q**2 * np.sinc(q * 1.3 / PI) / (2 * PI**2), 0, k1)[0]
assert abs(-gamma**2 / density(1.0) - lsda_hole(1.0, 1.3)) < 1e-10

# Local sum rule and energy; the tail beyond U_MAX is added from the
# leading u^-4 decay, whose neglected oscillation sets the tolerances.
for r in (1.0, 2.0):
    k = fermi(density(r))
    hole = lsda_hole(r, ug)
    charge = np.sum(shell * hole) - 3 / (PI * k * U_MAX)
    energy = np.sum(shell * hole / ug) - 3 / (2 * PI * k * U_MAX**2)
    assert abs(charge + 1) < 1e-3
    assert abs(energy - eps_lsda(r)) < 3e-5
    exact = exact_angular(r, ug)
    assert abs(np.sum(shell * exact) + 1) < 1e-7
    assert abs(np.sum(shell * exact / ug) - eps_exact(r)) < 1e-7

# Exact angular and system averages by direct spatial quadrature
u0 = 1.3
dist = np.sqrt(rg[:, None]**2 + u0**2 + 2 * rg[:, None] * u0 * mu)
direct = -(density(dist) @ mw) / 2
assert np.max(np.abs(direct - exact_angular(rg, u0))) < 1e-4
assert abs(direct @ electron_weight - exact_system(u0)) < 1e-6

# System-averaged sum rules and energies, again with the leading tail
avg_exact = exact_system(ug)
avg_lsda = lsda_system(ug)
avg_lda = lsda_system(ug, 2)
e_exact = -5 / 8
e_lsda = -81 / (128 * PI) * (6 * PI)**(1 / 3)
e_lda = e_lsda / 2**(1 / 3)
tail = 3 / PI * np.sum(electron_weight / fermi(density(rg)))
assert abs(np.sum(shell * avg_exact) + 1) < 1e-8
assert abs(np.sum(shell * avg_exact / ug) - e_exact) < 1e-8
for avg, scale, e_ref in ((avg_lsda, 1, e_lsda),
                          (avg_lda, 2**(1 / 3), e_lda)):
    charge = np.sum(shell * avg) - scale * tail / U_MAX
    energy = np.sum(shell * avg / ug) - scale * tail / (2 * U_MAX**2)
    assert abs(charge + 1) < 2e-3
    assert abs(energy - e_ref) < 5e-5

# On-top value and small-u curvature from finite separations
on_top = -1 / (8 * PI)
assert abs(lsda_system(0.0)[0] - on_top) < 1e-9
curv_exact = -2 / 3
curv_lsda = -27 / 320 * (6 * PI)**(2 / 3)
du = 0.1
num_exact = (exact_angular(rg, du) @ electron_weight / on_top - 1) / du**2
num_lsda = (lsda_system(du)[0] / on_top - 1) / du**2
assert abs(num_exact - curv_exact) < 0.01
assert abs(num_lsda - curv_lsda) < 0.005
r0 = 2.0
local_exact = (4 - 4 / r0) / 6
local_lsda = -fermi(density(r0))**2 / 5
num = (exact_angular(r0, 0.05) / -density(r0) - 1) / 0.05**2
assert abs(num - local_exact) < 0.01
num = (lsda_hole(r0, 0.05) / -density(r0) - 1) / 0.05**2
assert abs(num - local_lsda) < 0.005

# Misplaced fractions; absolute differences check the positive-part form
d_system = np.sum(shell * np.maximum(avg_lsda - avg_exact, 0))
half_abs = (np.sum(shell * np.abs(avg_lsda - avg_exact)) + tail/U_MAX) / 2
assert abs(half_abs - d_system) < 2e-3
dist = np.sqrt(r0**2 + ug[:, None]**2 + 2 * r0 * ug[:, None] * mu)
difference = np.abs(density(dist) + lsda_hole(r0, ug)[:, None]) @ mw / 2
half_abs = (np.sum(shell * difference)
            + 3 / (PI * fermi(density(r0)) * U_MAX)) / 2
assert abs(half_abs - misplaced_full(r0)) < 3e-3
rc, wc = panels(np.linspace(0, 12, 13), 4)
prob = 4 * PI * rc**2 * density(rc) * wc
assert abs(prob.sum() - 1) < 1e-5
d_full = prob @ np.array([misplaced_full(r) for r in rc])
d_angular = prob @ np.array([misplaced_angular(r) for r in rc])
assert d_system < 0.6 * d_full
d_lda = np.sum(shell * np.maximum(avg_lda - avg_exact, 0))

# Inner and outer contributions to the LSDA energy error
r_cross = brentq(lambda r: eps_lsda(r) - eps_exact(r), 0.2, 1.0)


def error_density(r):
    return 4 * PI * r**2 * density(r) * (eps_lsda(r) - eps_exact(r))


inner = quad(error_density, 1e-6, r_cross)[0]
outer = quad(error_density, r_cross, 30)[0]
assert inner < 0 < outer
assert abs(inner + outer - (e_lsda - e_exact)) < 1e-7

print(f"Reference electron: r = {r0:.1f} bohr")
print(f"Density there: {density(r0):.6f} bohr^-3")
print(f"Fermi wave number there: {fermi(density(r0)):.4f} bohr^-1")
print("Holes on line, nucleus at z=0, electron at z=2 (bohr^-3)")
print("z (bohr)     exact        LSDA")
for z in (4.0, 3.0, 2.0, 1.0, 0.0, -1.0):
    print(f"{z:5.1f}   {-density(abs(z)):10.6f}  "
          f"{float(lsda_hole(r0, abs(z - r0))):10.6f}")
print("Angular averages at r=2, then system averages (bohr^-3)")
print("u (bohr)  exact r=2   LSDA r=2   exact sys   LSDA sys")
for u in (0.5, 1.0, 1.5, 2.0, 3.0, 4.0, 6.0):
    print(f"{u:5.1f}   {exact_angular(r0, u):10.6f} "
          f"{float(lsda_hole(r0, u)):10.6f}  {exact_system(u):10.6f} "
          f"{lsda_system(u)[0]:10.6f}")
print(f"System-averaged on-top value, both: {on_top:.6f} bohr^-3")
print("Relative curvature coefficients (bohr^-2): exact, LSDA")
print(f"  at r=2: {local_exact:.4f}, {local_lsda:.4f}")
print(f"  system average: {curv_exact:.4f}, {curv_lsda:.4f}")
print("Misplaced fraction (no unit): full hole, angular average")
for r in (0.5, 1.0, 2.0):
    print(f"  r={r:.1f} bohr: {misplaced_full(r):.3f}, "
          f"{misplaced_angular(r):.3f}")
print(f"  density-weighted mean: {d_full:.3f}, {d_angular:.3f}")
print(f"  system-averaged hole, LSDA: {d_system:.3f}")
print(f"  system-averaged hole, unpolarized LDA: {d_lda:.3f}")
print("Exchange energy per electron at r (Ry): exact, LSDA")
for r in (0.25, 0.5, 1.0, 2.0, 4.0):
    print(f"  r={r:.2f} bohr: {eps_exact(r):.4f}, {eps_lsda(r):.4f}")
print(f"Radius where these are equal: {r_cross:.4f} bohr")
print(f"LSDA energy error from inside: {inner:.5f} Ry")
print(f"LSDA energy error from outside: {outer:.5f} Ry")
print(f"LSDA total energy error: {e_lsda - e_exact:.5f} Ry")
print(f"Exact exchange energy: {e_exact:.5f} Ry = {e_exact*RY_EV:.3f} eV")
print(f"LSDA exchange energy: {e_lsda:.5f} Ry = {e_lsda*RY_EV:.3f} eV")
print(f"Unpolarized LDA exchange energy: {e_lda:.5f} Ry")
print(f"Magnitude shortfall, LSDA: {100*(1-e_lsda/e_exact):.2f} percent")
print(f"Magnitude shortfall, LDA: {100*(1-e_lda/e_exact):.2f} percent")
print("PASS")
```

It prints:

```
Reference electron: r = 2.0 bohr
Density there: 0.005830 bohr^-3
Fermi wave number there: 0.7015 bohr^-1
Holes on line, nucleus at z=0, electron at z=2 (bohr^-3)
z (bohr)     exact        LSDA
  4.0    -0.000107   -0.003887
  3.0    -0.000789   -0.005280
  2.0    -0.005830   -0.005830
  1.0    -0.043079   -0.005280
  0.0    -0.318310   -0.003887
 -1.0    -0.043079   -0.002253
Angular averages at r=2, then system averages (bohr^-3)
u (bohr)  exact r=2   LSDA r=2   exact sys   LSDA sys
  0.5    -0.006315  -0.005688   -0.034154  -0.034284
  1.0    -0.007732  -0.005280   -0.023334  -0.022101
  1.5    -0.009662  -0.004655   -0.013867  -0.011077
  2.0    -0.009917  -0.003887   -0.007530  -0.004835
  3.0    -0.002689  -0.002253   -0.001874  -0.001135
  4.0    -0.000455  -0.000954   -0.000405  -0.000378
  6.0    -0.000010  -0.000013   -0.000015  -0.000077
System-averaged on-top value, both: -0.039789 bohr^-3
Relative curvature coefficients (bohr^-2): exact, LSDA
  at r=2: 0.3333, -0.0984
  system average: -0.6667, -0.5976
Misplaced fraction (no unit): full hole, angular average
  r=0.5 bohr: 0.345, 0.220
  r=1.0 bohr: 0.483, 0.177
  r=2.0 bohr: 0.715, 0.371
  density-weighted mean: 0.585, 0.307
  system-averaged hole, LSDA: 0.243
  system-averaged hole, unpolarized LDA: 0.321
Exchange energy per electron at r (Ry): exact, LSDA
  r=0.25 bohr: -0.9673, -1.0756
  r=0.50 bohr: -0.8964, -0.9105
  r=1.00 bohr: -0.7293, -0.6524
  r=2.00 bohr: -0.4725, -0.3350
  r=4.00 bohr: -0.2496, -0.0883
Radius where these are equal: 0.5522 bohr
LSDA energy error from inside: -0.00556 Ry
LSDA energy error from outside: 0.09449 Ry
LSDA total energy error: 0.08893 Ry
Exact exchange energy: -0.62500 Ry = -8.504 eV
LSDA exchange energy: -0.53607 Ry = -7.294 eV
Unpolarized LDA exchange energy: -0.42548 Ry
Magnitude shortfall, LSDA: 14.23 percent
Magnitude shortfall, LDA: 31.92 percent
PASS
```
